# Stationary Brownian heights in the regularised one-dimensional Kardar-Parisi-Zhang equation, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the Fokker-Planck equation

### Definitions and conventions

A growing one-dimensional surface is described by its height $h(x,t)$, measured in a frame that moves with the growth velocity of a flat surface. The Kardar-Parisi-Zhang (KPZ) equation is

$$
\partial_t h=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta ,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t').
$$

Here $\nu>0$ measures the smoothing of the surface, $D>0$ the strength of the deposition noise, and $\lambda$ the dependence of the growth rate on slope. Such a dependence arises, for instance, when the surface advances along its local normal at speed $c$. The vertical speed is then $c\sqrt{1+(\partial_xh)^2}\approx c+\tfrac{c}{2}(\partial_xh)^2$ for small slopes, so that $\lambda=c$.

The equation needs a short-distance cutoff before a probability density can be written for it. I therefore take $N\ge3$ sites on a ring, with spacing $a$ and length $L=Na$. Site indices are understood modulo $N$. The heights are periodic, and the slopes

$$
u_i=\frac{h_{i+1}-h_i}{a}
$$

satisfy $\sum_iu_i=0$. The regularised equation is

$$
\frac{dh_i}{dt}=F_i+\eta_i,\qquad F_i=\frac{\nu}{a}(u_i-u_{i-1})+\frac{\lambda}{2}N_i,
\tag{1}
$$

$$
N_i=\frac{u_i^2+u_iu_{i-1}+u_{i-1}^2}{3},\qquad
\langle\eta_i(t)\eta_j(t')\rangle=\frac{2D}{a}\,\delta_{ij}\,\delta(t-t').
\tag{2}
$$

The factor $1/a$ in the noise replaces the spatial delta function. For a smooth surface both slopes in $N_i$ tend to $\partial_xh$, and the three terms together give $(\partial_xh)^2$.

The result concerns the weight

$$
P_{\rm s}\propto e^{-S},\qquad S=\frac{\nu a}{2D}\sum_iu_i^2=\frac{a}{2A}\sum_iu_i^2,\qquad A=\frac{D}{\nu}.
\tag{3}
$$

It is stationary for every $\lambda$. Adding a constant to all heights leaves $S$ unchanged, so (3) cannot be normalised as a density of the $N$ heights. What is stationary is the law of the height differences, which is normalisable. The mean height itself drifts and diffuses.

### The evolution of the density

Write $\partial_i=\partial/\partial h_i$. In a short time $dt$ the height $h_i$ changes by $F_i\,dt$ plus a Gaussian kick of variance $(2D/a)\,dt$, independent from site to site. Expanding a smooth function $f(h)$ to second order in the kicks gives

$$
\frac{d}{dt}\langle f\rangle=\langle\mathcal Lf\rangle,\qquad
\mathcal Lf=\sum_iF_i\,\partial_if+\frac{D}{a}\sum_i\partial_i^2f .
\tag{4}
$$

The factor $D/a$ is half the kick variance per unit time. Writing the averages as integrals over a density $P$ and integrating by parts moves the derivatives from $f$ to $P$. One integration changes the sign and two do not, so

$$
\partial_tP=-\sum_i\partial_iJ_i,\qquad J_i=F_iP-\frac{D}{a}\,\partial_iP .
\tag{5}
$$

This is the Fokker-Planck equation, with $J_i$ the probability current.

The drift and the noise do not depend on the mean height, so the slopes evolve on their own. Integrating (5) over the mean height removes the derivatives in that direction. What remains is the same operator acting on a density that depends on the slopes alone. We may therefore insert (3) into (5) directly and read the result as a statement about slopes.

### The linear terms cancel site by site

The height $h_i$ enters $u_i$ with coefficient $-1/a$ and $u_{i-1}$ with coefficient $+1/a$. Hence

$$
\partial_iS=\frac{a}{2A}\left(-\frac{2u_i}{a}+\frac{2u_{i-1}}{a}\right)=\frac{u_{i-1}-u_i}{A}.
\tag{6}
$$

Since $\partial_iP_{\rm s}=-(\partial_iS)P_{\rm s}$, the noise part of the current is

$$
-\frac{D}{a}\,\partial_iP_{\rm s}=\frac{D}{a}\,\frac{u_{i-1}-u_i}{A}\,P_{\rm s}
=-\frac{\nu}{a}(u_i-u_{i-1})P_{\rm s},
$$

where $D/A=\nu$. This is the negative of the smoothing current in (1). The two cancel at each site, and

$$
J_i=\frac{\lambda}{2}N_iP_{\rm s}.
\tag{7}
$$

For $\lambda=0$ there is no current at all. For $\lambda\neq0$ a current remains, and stationarity requires it to have no divergence.

### The quadratic term has no net divergence

The divergence of (7) is

$$
\sum_i\partial_iJ_i=\frac{\lambda}{2}P_{\rm s}\left(\sum_i\partial_iN_i-\sum_iN_i\,\partial_iS\right).
\tag{8}
$$

For the first sum, differentiate each term of $N_i$:

$$
\partial_iN_i=\frac{1}{3a}\left(-2u_i+u_i-u_{i-1}+2u_{i-1}\right)=\frac{u_{i-1}-u_i}{3a}.
$$

The term $-2u_i$ comes from $u_i^2$, the pair $u_i-u_{i-1}$ from the product, and $2u_{i-1}$ from $u_{i-1}^2$. Summed around the ring, the result vanishes.

For the second sum, the factorisation $(p^2+pq+q^2)(p-q)=p^3-q^3$ with $p=u_{i-1}$ and $q=u_i$ gives

$$
\sum_iN_i\,\partial_iS=\frac{1}{3A}\sum_i\left(u_{i-1}^3-u_i^3\right)=0 .
\tag{9}
$$

Both sums vanish, so $\partial_tP_{\rm s}=0$ for every $\lambda$. Only the periodicity of the slopes was used. The same sums therefore vanish on a surface with an imposed mean tilt, for which $\sum_iu_i$ is a nonzero constant.

Equation (9) is the lattice form of $\int(\partial_xh)^2\partial_x^2h\,dx=\tfrac13\int\partial_x(\partial_xh)^3dx=0$. In the continuum the other sum has no such safe form. The derivative of $(\partial_xh)^2$ at $x$ with respect to $h(y)$ is $2\,\partial_xh(x)\,\delta'(x-y)$, which is undefined at $y=x$. On the lattice the corresponding quantity is finite and its sum is zero.

### Other slope rules

The thirds in (2) matter. Consider

$$
N_i=c_1u_i^2+c_2u_iu_{i-1}+c_3u_{i-1}^2,\qquad c_1+c_2+c_3=1,
$$

which has the same limit on smooth surfaces. In (8) the first sum is linear in the slopes and the second is cubic, so they must vanish separately. Multiplying out and shifting indices where needed,

$$
\sum_iN_i(u_{i-1}-u_i)=\sum_i\left[\alpha u_i^3+\beta u_i^2u_{i-1}+\gamma u_iu_{i-1}^2\right],
$$

with $\alpha=c_3-c_1$, $\beta=c_1-c_2$, $\gamma=c_2-c_3$ and $\alpha+\beta+\gamma=0$.

For $N\ge4$, choose three successive slopes $x,\,y,\,-x-y$ and set the others to zero. The sum becomes

$$
-3\alpha(x^2y+xy^2)+\beta(x^2y+3xy^2+y^3)+\gamma(x^2y-xy^2-y^3).
$$

It must vanish for all $x$ and $y$. The coefficient of $y^3$ gives $\beta=\gamma$. The coefficient of $x^2y$ gives $\beta+\gamma=3\alpha$, and since $\alpha=-(\beta+\gamma)$, all three are zero. Hence $c_1=c_2=c_3=\tfrac13$ is the one rule of this family that keeps (3) stationary.

Two natural alternatives show the size of the effect. The squared central difference has $(c_1,c_2,c_3)=(\tfrac14,\tfrac12,\tfrac14)$; the mean of the squared one-sided slopes has $(\tfrac12,0,\tfrac12)$. With $C=\sum_iu_{i-1}u_i(u_i-u_{i-1})$, the sum above equals $-C/4$ for the first and $C/2$ for the second.

Start from the Gaussian (3) and follow $f=u_0u_1(u_0-u_1)$, which is minus one term of $C$. Multiplying (5) by $f$ and integrating gives the initial rate $(\lambda/2A)\langle f\sum_iN_i(u_{i-1}-u_i)\rangle$. The divergence sum drops out because it is zero for both rules. By translation symmetry $\langle fC\rangle=-\langle C^2\rangle/N$.

For four sites, set $p=u_0+u_2=-(u_1+u_3)$, $q=u_0-u_2$ and $r=u_1-u_3$. Collecting terms gives

$$
C=-r(u_0^2-u_2^2)+q(u_1^2-u_3^2)=-2pqr .
$$

In units of $A/a$, these independent Gaussian variables have variances 1, 2 and 2, so $\langle C^2\rangle=16(A/a)^3$.

I use the round parameters $a=0.5$ nm, $\nu=1$ nm$^2$/s, $D=0.5$ nm$^3$/s and $\lambda=4$ nm/s. Then $A=0.5$ nm, $A/a=1$ and $\lambda/2A=4$ s$^{-1}$. Typical slopes are then of order one, so these values illustrate equation (1) itself. They do not describe a surface advancing along its normal, for which the quadratic term is accurate only at small slopes. The central rule gives $4\times\tfrac14\times4=4$ s$^{-1}$, and the one-sided rule gives $-4\times\tfrac12\times4=-8$ s$^{-1}$. With the thirds the rate is zero. These rates show that (3) is not stationary under the other rules. They do not say what the exponent is there.

### Why there is one stationary law

Let $E=\tfrac a2\sum_iu_i^2$. By (6), $\partial_iE=u_{i-1}-u_i$, and $\partial_i^2E=2/a$. Inserting these in (4), the $\lambda$ term vanishes by (9), which leaves

$$
\mathcal LE=-\frac{\nu}{a}\sum_i(u_i-u_{i-1})^2+\frac{2DN}{a^2}.
\tag{10}
$$

A slope pattern with zero sum contains Fourier modes $e^{2\pi imj/N}$ with $m\ne0$. A difference between neighbours multiplies the squared amplitude of such a mode by $4\sin^2(\pi m/N)\ge4\sin^2(\pi/N)$. Since $\sum_iu_i^2=2E/a$,

$$
\mathcal LE\le-\frac{8\nu}{a^2}\sin^2\!\left(\frac{\pi}{N}\right)E+\frac{2DN}{a^2}.
\tag{11}
$$

The mean of $E$ therefore stays bounded, and the quadratic drift cannot carry the slopes to infinity in a finite time.

The noise acts in every direction of the space $\sum_iu_i=0$, and the drift is smooth. The probability density for passing from one slope pattern to another in a given time is then positive everywhere. Two distinct stationary laws could be reduced to two that live on disjoint sets, which this positivity forbids. By (11) the slopes also return repeatedly to a bounded region, where two copies of the process have a chance bounded from below of being brought together. Hence (3) is the one stationary law, and it is reached from any initial surface.

### The width in real space

Without the condition $\sum_iu_i=0$, the weight (3) would make the slopes independent Gaussians $g_i$ of variance $A/a$. Their mean $\bar g$ is independent of the deviations $g_i-\bar g$, so imposing zero sum leaves the law of the deviations. Therefore

$$
\langle u_iu_j\rangle=\frac Aa\left(\delta_{ij}-\frac1N\right).
\tag{12}
$$

A height difference over $n$ sites, with $r=na$, is $a$ times a sum of $n$ slopes. Its variance is

$$
\langle(h_{i+n}-h_i)^2\rangle=a^2\,\frac Aa\left(n-\frac{n^2}{N}\right)=Ar\left(1-\frac rL\right).
\tag{13}
$$

For $r\ll L$ this is the law $Ar$ of a Brownian path with $x$ in the role of time. The factor $1-r/L$ expresses the closing of the ring. For $L=100$ nm, (13) gives $0.5\times5\times0.95=2.375$ nm$^2$ at $r=5$ nm and $0.5\times50\times0.5=12.5$ nm$^2$ at half the ring.

Define the width by $W^2=\langle\frac1N\sum_i(h_i-\bar h)^2\rangle$, where $\bar h$ is the mean height. The average squared deviation from the mean is half the average squared difference over all pairs, so

$$
W^2=\frac1{2N}\sum_{n=0}^{N-1}Aa\left(n-\frac{n^2}{N}\right)
=\frac{Aa}{2N}\left[\frac{N(N-1)}2-\frac{(N-1)(2N-1)}6\right].
$$

The bracket equals $(N-1)(N+1)/6$. With $L=Na$,

$$
W^2=\frac{AL}{12}\left(1-\frac1{N^2}\right).
\tag{14}
$$

The roughness exponent $\alpha$ is defined by $W\propto L^\alpha$ at large $L$. Equation (14) gives $\alpha=\tfrac12$, and $\lambda$ does not appear. For $L=100$ nm and $N=200$, $W^2=0.5\times100/12=4.17$ nm$^2$ and $W=2.04$ nm. For $L=200$ nm, $W=2.89$ nm. The ratio is $\sqrt2$ to this accuracy.

## Second derivation: shells of constant slope energy

### What is carried over

The ring has $N$ sites of spacing $a$ and length $L=Na$. Its slopes $u_i=(h_{i+1}-h_i)/a$ sum to zero. The heights obey

$$
\frac{dh_i}{dt}=\frac{\nu}{a}(u_i-u_{i-1})+\frac{\lambda}{6}\left(u_i^2+u_iu_{i-1}+u_{i-1}^2\right)+\eta_i,
$$

with noise of strength $2D/a$ per site. The first half found the stationary weight $e^{-S}$, with $S=(a/2A)\sum_iu_i^2$ and $A=D/\nu$, and the squared width (14). Its energy bound (11) also showed that the slopes remain finite. The derivation below uses that bound but neither the Fokker-Planck equation nor the stationarity result. It treats the quadratic term and the noisy linear terms as two separate motions and then combines them.

The Fokker-Planck equation has shown that the weight (3) is stationary for every $\lambda$, and the width (14) that follows from it gives the roughness exponent one-half. It remains to reach the same law by a second route, in which the quadratic term and the noisy linear terms are treated as separate motions and then combined.
